# Blocked grain boundaries and the loss of in-plane diffusion

## Problem

A thin film consists of columnar grains that look like a honeycomb from above. Atoms diffuse along the grain boundaries, parallel to the film. A fraction $f$ of the boundaries is blocked, for instance by a segregated impurity.

(a) Estimate the blocked fraction $f_c$ at which long-range in-plane diffusion disappears.

(b) How much diffusion is lost before that point? Consider 10, 20, 30 and 40 percent blocked.

(c) When does the estimate fail?

## Model

Each honeycomb edge is one boundary and each vertex is a triple junction. Boundaries are blocked independently of one another. Open boundaries all have the same conductance $g$, blocked ones have none, and grain interiors and film surfaces carry no flux. In the steady state the flux from junction $a$ to junction $b$ is

$$J_{ab}=g_{ab}(c_a-c_b),$$

where $c$ is the concentration in the boundary, and the fluxes leaving each inner junction sum to zero. This is a resistor network. Let $D$ be its effective in-plane diffusivity, defined by the steady flux per unit concentration gradient and therefore proportional to the conductance of a large sheet, and let $D_0$ be the value for $f=0$. The spreading rate of a tracer would also depend on how many atoms the blocked boundaries hold. Long-range diffusion needs a connected cluster of open boundaries of unlimited extent. I use the general result that such an infinite cluster in two dimensions has nonzero conductance per square.

## Solution (a): the threshold

**Open paths and blocking chains.** Whenever a boundary is blocked, draw a link between the centres of the two grains it separates. The possible links form a triangular lattice, and each is present with probability $f$. Suppose no open path crosses a finite sheet from bottom to top. The junctions that can be reached from the bottom then end at a front of blocked boundaries, whose links form a chain from left to right. Conversely, such a chain stops every open path. One of the two crossings therefore occurs, and not both.

**Comparing the two networks.** The honeycomb has two kinds of junction, A and B, each surrounded by three of the other kind. Take one A junction and its three B neighbours, which form a star. Each arm is open with probability $1-f$. Compare it with a triangle drawn directly between the three B junctions, with each side present with probability $f$. The connections among the three corners have these probabilities:

- All three joined. The star needs all its arms, so the probability is $(1-f)^3$. The triangle needs at least two sides: $f^3+3f^2(1-f)=3f^2-2f^3$.
- One given pair joined, the third corner separate. The star gives $(1-f)^2f$ and the triangle $f(1-f)^2$, which are equal for every $f$.
- None joined. The star has at most one open arm: $f^3+3f^2(1-f)=3f^2-2f^3$. The triangle has no sides: $(1-f)^3$.

All the probabilities agree if

$$(1-f)^3=3f^2-2f^3 .$$

Expanding the left side gives $1-3f+3f^2-f^3$. The terms $3f^2$ cancel, and

$$f^3-3f+1=0. \qquad (1)$$

The left side of (1) falls from $1$ at $f=0$ to $-1$ at $f=1$, and its slope $3f^2-3$ is negative in between, so there is one root $f_*$ in this interval. Put $f=2\sin\theta$:

$$8\sin^3\theta-6\sin\theta+1=0 .$$

Since $\sin3\theta=3\sin\theta-4\sin^3\theta$, this is $1-2\sin3\theta=0$. Hence $\sin3\theta=1/2$, and $\theta=\pi/18$ gives the root in the interval:

$$f_*=2\sin\frac{\pi}{18}=0.3473. \qquad (2)$$

Replacing the star around every A junction by a triangle turns the honeycomb into a triangular lattice of B junctions. At $f_*$ the open boundaries thus connect the B junctions with the same probabilities as the blocking links connect grain centres.

**Why this equality marks the threshold.** Three general theorems of percolation are needed: below its threshold, the probability of a connection decays exponentially with distance; an infinite cluster, if present, is unique; and events favoured by adding bonds are positively correlated.

First suppose that the open network were already below its threshold at $f_*$. Its connections would decay exponentially, and so would those of the blocking links. In a sheet $n$ cells wide, a crossing must start at one of about $n$ edge sites and reach a distance of order $n$. Both crossing probabilities would then be at most of order $n e^{-\kappa n}$ with $\kappa>0$, and would vanish for large $n$. This is impossible, because one crossing must occur. Hence $f_c\ge f_*$.

Now suppose that an infinite open cluster existed at $f_*$. An infinite cluster of blocking links would exist too. Draw a large hexagon around a grain centre, with sides numbered 1 to 6 in order. Let $\varepsilon$ be the probability that no side has an open arm running to infinity outside the hexagon; it tends to zero as the hexagon grows. The six sides are equivalent, and positive correlation gives

$$\varepsilon\ge(\text{probability that a given side has no arm})^6 .$$

A given side therefore lacks an arm with probability at most $\varepsilon^{1/6}$. The same reasoning holds for blocking arms. For a large enough hexagon there is thus a positive probability of open arms from sides 1 and 4 together with blocking arms from sides 2 and 5. Uniqueness requires the two open arms to be joined. The resulting open path, infinite at both ends, separates the two blocking arms, which must also be joined. An open boundary cannot be crossed by a blocking link, so this is a contradiction.

There is therefore no infinite open cluster at $f_*$, and blocking more boundaries cannot create one. Together with $f_c\ge f_*$ this gives

$$f_c=2\sin\frac{\pi}{18}\approx0.347 .$$

In-plane transport disappears when about 35 percent of the boundaries are blocked, although 65 percent are still open. The value is exact for the model and an estimate for a film. Irregular grains shift it: for a random Voronoi grain structure, still with three boundaries per junction, the threshold is about 0.33.

## Solution (b): the loss before the threshold

Hold the two ends of a clean sheet at $c=1$ and $c=0$. Its conductance is $G=\sum g v^2$, where $v$ is the concentration drop along each boundary. Now remove one boundary, with $c_a-c_b=v$ between its ends. Let $R$ be the resistance between these ends in the intact network.

Removal can be imitated by leaving the boundary in place, injecting a flux $I$ at $a$ and extracting it at $b$, with $I$ equal to the flux the boundary then carries. The drop becomes $v+RI$, so

$$I=g(v+RI)\quad\Rightarrow\quad I=\frac{gv}{1-gR}.$$

By reciprocity, a unit flux injected at $a$ sends a share $c_a$ into the end held at $c=1$. The injection and extraction together reduce the flux supplied by that end by $I(c_a-c_b)=Iv$. Hence

$$\Delta G=-\frac{gv^2}{1-gR}. \qquad (3)$$

To find $R$ in a large sheet, inject $I$ at $a$ and let it leave far away. By symmetry, $I/3$ enters each of the three boundaries. Extracting $I$ at the neighbour $b$ adds another $I/3$ in the boundary between them. It carries $2I/3$, its drop is $2I/(3g)$, and $gR=2/3$. The factor $1/(1-gR)$ is 3. To first order in $f$ the losses of separate boundaries add:

$$\Delta G=-3f\sum gv^2=-3fG,\qquad \frac{D}{D_0}=1-3f+O(f^2). \qquad (4)$$

In the regular honeycomb with equal conductances, each percent of blocked boundaries initially costs three percent of the diffusivity. On average these boundaries contribute one percent of the sum $\sum gv^2$. The factor 3 is $1/(1-gR)$: after a removal the concentrations readjust, and the drop across the gap grows from $v$ to $v+RI=v/(1-gR)=3v$. Extended beyond its regime, the line reaches zero at $f=1/3$, a rough estimate close to $f_c$.

For larger $f$ I solved the flux equations numerically on sheets 40 cells long and wide, periodic sideways, with 24 random arrangements for each $f$. The uncertainty is the standard error of the mean. It does not include the effect of the finite sheet size, which grows near the threshold: on sheets of 100 to 160 cells the values at $f=0.20$ and $0.30$ are about 0.01 lower, near 0.375 and 0.09.

| Blocked fraction $f$ | $D/D_0$, network | $1-3f$ |
|---|---|---|
| 0.10 | $0.697\pm0.004$ | 0.70 |
| 0.20 | $0.387\pm0.007$ | 0.40 |
| 0.30 | $0.104\pm0.005$ | 0.10 |
| 0.40 | $0.002\pm0.001$ | −0.20 |

With 30 percent blocked, about 90 percent of the diffusivity is already gone. In-plane diffusion is thus already slowed about tenfold while the network is still connected. In the last row the line has lost its meaning, since $D$ cannot be negative. The small network value shows that at least one finite sheet was still crossed; in an infinite sheet it would be zero.

## Solution (c): where the estimate fails

**Few grains.** In a finite film the cut depends on the arrangement. I gave every boundary a random number between 0 and 1, blocked those with numbers below $f$, and located by bisection the $f$ at which the last crossing path broke. For 200 rhombus-shaped sheets of 80 by 80 cells the mean was $0.348\pm0.001$, with a sheet-to-sheet standard deviation of 0.013. For 20 by 20 cells these values were $0.345\pm0.003$ and 0.037; at this size the mean depends on the shape, and a rectangle 20 grains wide and 20 rows long gives about 0.354. The ratio of the two spreads is 0.36, with a sampling uncertainty of about 0.03. This is consistent with the known two-dimensional scaling $L^{-3/4}$ for $L$ cells, which gives $4^{-3/4}\approx0.35$. A patch only 20 grains wide and 20 long may well be cut at 31 percent or still conduct at 38 percent. A long strip is cut earlier, since one blocking chain anywhere along it suffices: at a width of 20 grains the mean cut falls to about 0.30 for a length of 200 grains and about 0.27 for 1000.

**Leaky blocking.** Let a blocked boundary keep a fraction $r$ of the open conductance. Since raising any conductance cannot lower the total, $D/D_0\ge r$, and transport does not vanish at any $f$. On the 40-cell sheets with $f=0.40$, the network solution gives $D/D_0=0.082$ for $r=0.01$ and $0.014$ for $r=0.001$. These values are about 8 and 14 times $r$, because the remaining open boundaries carry flux between the leaks. On sheets of about 100 cells they fall slightly, to about 0.078 and 0.013. Diffusion through grain interiors or along a surface would likewise remove the sharp threshold.

**Correlated blocking.** Suppose each grain belongs to a texture with probability $t$, independently, and a boundary is blocked if both its grains are textured. A cut is now a chain of adjacent textured grains. Since three grains meet at each junction, either textured grains cross a sheet one way or untextured grains cross it the other way. The two kinds have the same statistics at $t=1/2$, and the argument of part (a) makes this the threshold. The blocked fraction there is

$$f=t^2=\tfrac14 ,$$

not 0.347. With 30 percent blocked, $t=\sqrt{0.30}\approx0.55$ and an infinite film is cut, whereas independent blocking leaves a tenth of the diffusivity. The fraction of blocked boundaries alone does not fix the threshold; their arrangement matters.

**Diffusion through the thickness.** Along columnar boundaries that run from face to face, each open boundary is a separate parallel path. The flux is then proportional to $1-f$. At $f=0.40$ it is still 60 percent of its unblocked value, although long-range in-plane diffusion has ceased. The 35 percent estimate therefore says nothing about a barrier that must stop atoms from passing straight through the film.

All numerical values are calculated from the stated model.
